# Stable evaluation of the electronic heat conductivity from band data

## Definitions and conventions

The algebra uses atomic units, \(\hbar=e=m_e=1\), with \(k_B\) kept; an electron has charge \(-1\). The band data are a list of states \(i\) with energy \(E_i\), velocity \(v_i\) along the transport direction, relaxation time \(\tau_i\), and number of states per volume \(g_i\), which contains spin, valley count and mesh weight. The direction is a principal axis, so that fluxes and gradients are scalars. With

\[
f(E)=\frac{1}{e^{x}+1},\qquad x=\frac{E-\mu}{k_BT},\qquad f'=\frac{df}{dE},
\]

the transport weights and their moments are

\[
w_i=g_iv_i^2\tau_i\,[-f'(E_i)],\qquad L_n=\sum_i w_i(E_i-\mu)^n .
\]

Transport is diffusive, collisions are described by a relaxation time, and all bands share one local chemical potential \(\mu\). Let \(U(r)\) be the potential energy and \(\bar\mu=\mu+U\) the electrochemical potential. In the steady Boltzmann equation the gradient of the local equilibrium contributes \(vf'[-\nabla\mu-(E-\mu)\nabla T/T]\), and the force \(-\nabla U\) contributes \(-vf'\nabla U\). Their sum equals \(-\delta f/\tau\), hence

\[
\delta f=-\tau v(-f')\left[\nabla\bar\mu+(E-\mu)\frac{\nabla T}{T}\right].
\]

Summing \(v\,\delta f\) and \((E-\mu)v\,\delta f\) over states gives the particle and heat fluxes:

\[
J_N=-L_0\nabla\bar\mu-L_1\frac{\nabla T}{T},\qquad
J_Q=-L_1\nabla\bar\mu-L_2\frac{\nabla T}{T}.
\]

Heat conductivity is defined at zero electric current. Then \(\nabla\bar\mu=-(L_1/L_0)\nabla T/T\), and substitution in \(J_Q\) gives

\[
\kappa_e=\frac1T\left(L_2-\frac{L_1^2}{L_0}\right),\qquad \sigma=L_0 .
\]

The naive scheme evaluates this formula as it stands.

## What the subtraction does

Define normalised weights \(p_i=w_i/L_0\), the mean \(\bar E=\sum_ip_iE_i\) and the variance \(V=\sum_ip_i(E_i-\bar E)^2\). Put \(E_i-\mu=(E_i-\bar E)+(\bar E-\mu)\). The cross term vanishes on averaging, so

\[
L_1=L_0(\bar E-\mu),\qquad L_2=L_0\left[V+(\bar E-\mu)^2\right],
\]

and therefore

\[
\boxed{\kappa_e=\frac{\sigma V}{T}}
\]

In SI units the right side is divided by \(e^2\). Equivalently, \(\kappa_eT=\tfrac12L_0\sum_{ij}p_ip_j(E_i-E_j)^2\), since expanding the square gives \(L_0(\overline{E^2}-\bar E^2)\). The result is nonnegative and independent of the energy zero.

The naive formula first adds the large quantity \(L_0(\bar E-\mu)^2\) and then removes it. Its size relative to the answer is set by

\[
A=\frac{L_2}{L_0V}=1+\frac{(\bar E-\mu)^2}{V}.
\]

Let each \(L_n\) carry a small relative error \(\delta_n\). Then \(L_2\) changes by \(AL_0V\delta_2\), while \(L_1^2/L_0=(A-1)L_0V\) changes by the relative amount \(2\delta_1-\delta_0\). To first order,

\[
\frac{\delta\kappa_e}{\kappa_e}=A\delta_2-(A-1)(2\delta_1-\delta_0).
\]

If \(|\delta_n|\le\delta\), the worst case is \((4A-3)\delta\). Errors common to all three moments, \(\delta_n=\delta\), give only \(\delta\). Moments obtained with different meshes or interpolations do not share their errors, and for them the amplification is real. A shared mesh does not make the sampling errors equal either. In the example below, 14 points per half axis leave relative errors of \(5.5\times10^{-4}\), \(2.7\times10^{-4}\) and \(1.1\times10^{-4}\) in \(L_0\), \(L_1\) and \(L_2\), but 1.5% in \(\kappa_e\). Convergence should be judged on \(V\), not on the moments about \(\mu\).

There is also a physical reading of \(A\). The Seebeck coefficient, defined by \(\nabla\bar\mu=S\nabla T\) in these units, is \(S=-(\bar E-\mu)/T\). Thus

\[
A-1=\frac{S^2T^2}{V}=\frac{S^2\sigma T}{\kappa_e},
\]

the thermoelectric figure of merit with electronic heat conduction alone.

## Which energies carry the heat

The factor multiplying \(g v^2\tau\) in \(L_2\) is proportional to

\[
x^2(-df/dx)=\frac{x^2}{4\cosh^2(x/2)} .
\]

It vanishes at \(\mu\). Setting its logarithmic derivative, \(2/x-\tanh(x/2)\), to zero gives \(x\tanh(x/2)=2\), so its maxima lie at \(|x|=2.399\).

This window describes \(\kappa_e\) directly when \(\bar E=\mu\), as in a metal whose transport function is flat over several \(k_BT\). The energy variance is then the area under the window, found by expanding \(-df/dx\) in powers of \(e^{-x}\):

\[
\frac{V}{(k_BT)^2}=2\sum_{n\ge1}(-1)^{n+1}n\int_0^\infty x^2e^{-nx}dx
=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\]

That is the Wiedemann–Franz value, and here \(A=1\).

With \(\mu\) deep in a gap there are no states near \(\mu\), and the peaks of the window may lie where nothing conducts. For one nondegenerate parabolic band with constant \(\tau\), let \(u\) be the energy above the edge in units of \(k_BT\). The density of states gives \(u^{1/2}\), \(v^2\) gives \(u\), and \(-f'\) gives \(e^{-u}\). The weight is \(u^{3/2}e^{-u}\), so

\[
\bar u=\frac{\Gamma(7/2)}{\Gamma(5/2)}=\frac52,\qquad
\overline{u^2}-\bar u^2=\frac72\cdot\frac52-\frac{25}{4}=\frac52 .
\]

The open-circuit integrand is \(u^{3/2}e^{-u}(u-5/2)^2\). It vanishes at \(\bar E\), not at \(\mu\). Away from that zero, its maxima obey

\[
\frac{3}{2u}-1+\frac{2}{u-5/2}=0
\;\Rightarrow\; u^2-6u+\frac{15}{4}=0
\;\Rightarrow\; u=3\pm\frac{\sqrt{21}}2,
\]

or 0.709 and 5.291. An energy mesh must resolve this range above the band edge.

If \(\mu\) lies \(x_0k_BT\) below the edge, \(A=1+(x_0+5/2)^2/(5/2)\). For large \(x_0\) the loss grows as \(x_0^2\).

## A second band can remove the cancellation

Let the conduction and valence bands carry fractions \(s_c\) and \(s_v=1-s_c\) of \(\sigma\), with means \(\bar E_c,\bar E_v\) and variances \(V_c,V_v\). Since \(\bar E_c-\bar E=s_v\Delta\) and \(\bar E_v-\bar E=-s_c\Delta\), with \(\Delta=\bar E_c-\bar E_v\),

\[
V=s_cV_c+s_vV_v+s_cs_v^2\Delta^2+s_vs_c^2\Delta^2
=s_cV_c+s_vV_v+s_cs_v\Delta^2 .
\]

The last term is bipolar heat: electrons and holes move together without net current and carry the pair energy. Near electrical balance it is large and \(\bar E\) is close to \(\mu\), so \(A\) is near 1. Depth in the gap alone therefore does not cause cancellation. One carrier type must also dominate.

The worst position follows from a competition. Let \(d=(\bar E-\mu)/k_BT\) and \(B=s_cs_v\Delta^2/(k_BT)^2\). On the electron-dominated side, moving \(\mu\) down by \(k_BT\) raises \(d\) by nearly one. It multiplies \(B\) by nearly \(e^2\), because electron conduction falls by \(e\) while hole conduction rises by \(e\). With \(b=V_c/(k_BT)^2\), maximising \(d^2/(b+B)\) gives \(2/d=2B/(b+B)\): the maximum comes when bipolar heat is only about the fraction \(1/d\) of the variance.

## Building the stable scheme

Centring removes the subtraction, but the weights need care too. Forming \(f(1-f)\) fails for holes because \(f\) is nearly 1. In double precision \(1-f\) becomes zero once \(e^{-|x|}\) is below about \(10^{-16}\). Evaluating the exponentials directly also fails at low temperature: every weight can underflow, leaving \(0/0\).

The first fault is avoided with the even form

\[
-k_BTf'=\frac{e^{-|x|}}{(1+e^{-|x|})^2},
\]

which follows by multiplying numerator and denominator of \(e^x/(e^x+1)^2\) by \(e^{-2x}\) when \(x>0\). Taking its logarithm, and dividing by the largest weight before exponentiating, avoids the second fault. The scheme is then:

1. For each state with nonzero \(v_i\), form
\[
\ell_i=\ln(g_iv_i^2\tau_i)-|x_i|-2\ln(1+e^{-|x_i|})-\ln(k_BT).
\]
2. With \(\ell_*\) the largest \(\ell_i\), set \(q_i=e^{\ell_i-\ell_*}\), \(Q=\sum_iq_i\) and \(p_i=q_i/Q\). Then \(\ln\sigma=\ell_*+\ln Q\).
3. Take \(E_*\), the energy of the heaviest state, as reference: \(\bar E=E_*+\sum_ip_i(E_i-E_*)\).
4. With \(D_i=E_i-\bar E\), compute
\[
V=\sum_ip_iD_i^2-\Big(\sum_ip_iD_i\Big)^2 .
\]
5. Return \(\kappa_e=\sigma V/T\), or its logarithm if \(\sigma\) underflows.

The last term in step 4 is zero for a perfect mean. If rounding shifts the mean by \(\epsilon\), it removes the resulting \(\epsilon^2\), a tiny correction and not a large cancellation.

If moments must be tabulated, take them about a centre \(c\) near \(\bar E\). The same algebra replaces \(A\) by \(1+(\bar E-c)^2/V\). A band edge is often good enough when one band dominates; the triple \((\sigma,\bar E,V)\) is safer. Recentring cannot restore digits lost when the energies were stored.

## A lightly doped semiconductor at 300 K

Both bands have cosine form. With \(\theta_j=k_ja\) and gap \(E_g\),

\[
E_c=E_g+t_c\sum_{j=1}^3(1-\cos\theta_j),\qquad
E_v=-t_v\sum_{j=1}^3(1-\cos\theta_j),
\]

where \(t=1/(ma^2)\) and \(|v|=ta|\sin\theta_x|\). The parameters are:

- \(E_g=1.1\) eV, \(\mu=0.7\) eV and \(k_BT=0.025852\) eV;
- masses 0.3 (conduction, six equivalent valleys) and 0.8 (valence, one valley);
- \(\tau=200\) fs and \(a=5.4\) Å.

The stable sum gives \(\sigma=8.829\times10^{-2}\) S/m, \(\bar E=1.16453\) eV and \(V=1.66935\times10^{-3}\) eV². Since \(\mathrm{eV}^2/e^2=\mathrm{V}^2\),

\[
\kappa_e=\frac{(8.829\times10^{-2})(1.66935\times10^{-3})}{300}
=4.913\times10^{-7}\ \mathrm{W/(m\,K)} .
\]

The amplification about \(\mu\) is

\[
A=1+\frac{(0.464528)^2}{1.66935\times10^{-3}}=130.3,
\]

and \(S=-0.464528/300\) V/K \(=-1.548\) mV/K.

Now round the three moments about \(\mu\) to three figures: \(L_0=0.0883\), \(L_1=0.0410\) and \(L_2=0.0192\), in S/m times powers of eV. Then

\[
\kappa_e=\frac{0.0192-0.0410^2/0.0883}{300}
=5.42\times10^{-7}\ \mathrm{W/(m\,K)},
\]

10% above the unrounded value. Four figures leave an error of 2.6%. Three-figure moments about the conduction edge, where the amplification is 3.49, give \(4.902\times10^{-7}\) W/(m K), low by 0.2%.

The 10% was mild. For 61 values of \(\mu\) from 0.65 to 0.80 eV, three-figure moments about \(\mu\) gave between 0.36 and 1.96 times the correct result. None of these was negative, but the sign is not safe: in steps of \(10^{-5}\) eV over the same range, about 1% of the values are negative.

Arithmetic precision is another matter. On a smaller mesh, compared with 50-digit sums over the same data, subtraction about \(\mu\) in double precision had a relative error of \(2.6\times10^{-14}\); the stable scheme had \(1.1\times10^{-15}\). Single precision on the full mesh, with NumPy's pairwise summation, differed from the stable result by a relative \(7\times10^{-6}\). Adding the conduction-band terms one after another in single precision, in mesh order, raises the error to about \(2\times10^{-4}\); other orders give between about \(10^{-5}\) and \(2\times10^{-4}\), of either sign. With shared nodes and ordinary weights, the subtraction thus does little harm here. It can be destructive for moments rounded to a few figures or computed separately.

The weights can fail sooner. At 300 K, forming \(1-f\) by subtraction changes the hole conductivity by 0.13%; at 200 K, with \(\mu\) and the bands held fixed, it returns zero instead of \(1.57\times10^{-13}\) S/m. For a parabolic band at 4 K with its edge still 0.4 eV above \(\mu\), the edge lies 1160 \(k_BT\) away. The direct \(L_0\) underflows to zero, while the logarithmic weights recover \(V=2.500(k_BT)^2\).

## Reading the variance and the scan

The conduction band has an independent closed form. In the nondegenerate limit define \(G(\beta)=\sum_i g_iv_i^2\tau_ie^{-\beta E_i}\), with \(\beta=1/(k_BT)\). Differentiating under the sum gives \(\bar E=-\partial_\beta\ln G\) and \(V=\partial_\beta^2\ln G\). With \(z=\beta t_c\), the transverse angular averages are \(I_0(z)\). Integration by parts turns the average of \(\sin^2\theta\,e^{z\cos\theta}\) into \(I_1(z)/z\). Hence, up to a constant,

\[
\ln G=-\beta E_g-3z+\ln\frac{I_1(z)}z+2\ln I_0(z).
\]

For large \(z\), \(I_0\simeq e^z(2\pi z)^{-1/2}(1+1/8z)\), and \(I_1\) has \(-3/8z\) in place of \(1/8z\). The bracketed corrections combine to \(-1/8z\), so \(\ln G\simeq-\beta E_g-\tfrac52\ln z-1/8z\) and

\[
\frac{V_c}{(k_BT)^2}\simeq\frac52-\frac1{4z}.
\]

With \(z=0.8711/0.025852=33.7\) this is 2.4926. The full Bessel expression and the mesh sum both give 2.4922.

Both bands together give 2.4978, so bipolar heat supplies about 0.0056. At \(\mu=0.66\) eV it should grow by \(e^{0.08/0.025852}=22\), to 0.12, or about 5% of the variance. This agrees with the \(1/d\) estimate, and 0.66 eV is where a scan from 0.30 to 1.10 eV in steps of 0.01 eV finds its largest amplification, 147. At midgap \(A\) is 1.49, and bipolar heat makes up 99.3% of \(V\). The smallest value in the scan, 1.008, is at 0.53 eV. The exact minimum, \(A=1\), lies close by, where \(\bar E=\mu\); it is displaced from midgap because the two bands conduct unequally there.

Centring does not repair poor sampling. The thermal width in \(\theta\) is about \((k_BT/t_c)^{1/2}=0.17\). The mesh used has 32 points per half axis, a spacing of 0.098. With 8 points the spacing is 0.39, and the variance comes out 38% too low; with 10 points it is 13% too high, so even the sign of the error depends on the mesh.

## Comparison with silicon

The parameters lie in the rough regime of high-resistivity n-type detector silicon: the electron density is \(4.8\times10^{12}\) cm⁻³, the resistivity about 1.1 kΩ cm, and the band-edge mobilities \(e\tau/m\) 1173 and 440 cm²/Vs (conductivity over carrier density in the cosine bands gives 1155 and 422). The Seebeck coefficient above is the diffusion part only; phonon drag, absent from the model, adds to the measured value in lightly doped silicon. The electronic heat conductivity is about \(3\times10^{-9}\) of a rough lattice value of 150 W/(m K), so it is irrelevant to the total heat flow. Of the assumptions varied here at 300 K, constant \(\tau\) most affects the Lorenz ratio \(\kappa_e/(\sigma T)\): acoustic-type scattering, \(\tau\propto(E-E_g)^{-1/2}\), lowers \(V\) from 2.49 to 1.99 \((k_BT)^2\), a 20% reduction in \(\kappa_e\) at fixed \(\sigma\). Kane nonparabolicity of 0.5 eV⁻¹ lowers the parabolic 2.50 by 0.9%. In the parabolic limit, rough valley masses of 0.9 and 0.2 raise \(\sigma\) by 28% at fixed \(\mu\) and \(\tau\).

A common \(\mu\) requires temperature to vary slowly over the recombination length, roughly 100 μm for an assumed lifetime of 10 μs, and about 1 mm for a lifetime of 1 ms, which is closer to detector-grade material. At 300 K this hardly matters, since bipolar heat is 0.2% of \(\kappa_e\). At 400 K, with net doping, gap and \(\tau\) held fixed, \(V\) rises to 128 \((k_BT)^2\) and \(\kappa_e\) to \(5.4\times10^{-5}\) W/(m K). Bipolar heat then dominates, and the shared \(\mu\) becomes an essential condition. The amplification has meanwhile fallen to 2.6. The remaining values are in the numerical output.

## Numbers as computed

```
L2 window peak: 2.3994 kT; flat-band variance 3.28987 (kT)^2
open-circuit peaks above edge: 0.709 and 5.291 kT
T = 300 K, kT = 0.025852 eV, gap = 1.1 eV, mu = 0.7 eV
masses c, v: 0.3, 0.8 m_e; valleys 6, 1
tau = 200 fs, lattice spacing = 5.4 angstrom
hopping c, v: 0.8711, 0.3266 eV
mobility c, v: 1173, 440 cm2/Vs
electron density: 4.771e+12 cm^-3
sigma = 8.82891e-02 S/m; hole share 2.467e-06
mean energy = 1.164528 eV; mean - mu = 0.464528 eV
variance = 1.669354e-03 eV^2 = 2.49781 (kT)^2
conduction band alone: 2.49224 (kT)^2
Bessel result, same band: 2.49224 (kT)^2
Seebeck coefficient = -1.5484 mV/K
kappa_e = 4.91286e-07 W/(m K)
A about mu = 130.26; A about band edge = 3.494
L0 = 8.8289080e-02 S/m
L1 = 4.1012763e-02 S eV/m
L2 = 1.9198968e-02 S eV^2/m; L1^2/L0 = 1.9051583e-02 S eV^2/m
3 figures: kappa 5.4209e-07 (mu), 4.9017e-07 (edge) W/(m K)
4 figures: kappa 5.0394e-07 (mu), 4.9132e-07 (edge) W/(m K)
5 figures: kappa 4.9060e-07 (mu), 4.9129e-07 (edge) W/(m K)
6 figures: kappa 4.9129e-07 (mu), 4.9129e-07 (edge) W/(m K)
3 figures, mu 0.65-0.80 eV: ratio 0.359 to 1.960
negative kappa in 0 of 61 cases
relative error: stable 1.1e-15, double about mu 2.6e-14
relative error: single precision about mu 7.2e-06
largest A in scan: 146.6 at mu = 0.66 eV
smallest A in scan: 1.008 at mu = 0.53 eV
mu 0.55 eV: A 1.49, variance 381.064 (kT)^2
mu 0.60 eV: A 31.78, variance 15.116 (kT)^2
mu 0.70 eV: A 130.26, variance 2.498 (kT)^2
mu 0.90 eV: A 43.01, variance 2.492 (kT)^2
mu 1.10 eV: A 4.11, variance 2.571 (kT)^2
midgap: electron share 0.7872, bipolar part 0.99347
8-point half-axis mesh: variance error -38.24 %
4 K: (edge-mu)/kT = 1160.5, log weight sum -1147.6
4 K: stable variance 2.50000 (kT)^2; direct L0 = 0
1-f by subtraction, 300 K: hole sigma error 1.3e-03
200 K: hole sigma 1.570e-13 S/m stable, 0 by subtraction
acoustic-type scattering: variance 1.994 (kT)^2
Kane alpha 0.5 /eV: variance 2.4769 (kT)^2
valley masses 0.9, 0.2 m_e: sigma factor 1.283
rough lattice part 150 W/(m K); ratio 3.3e-09
lifetime 10 us: hole diffusion length 107 um
net doping 4.771e+12 cm^-3; at 400 K mu = 0.5648 eV
400 K: variance 127.94 (kT)^2, A = 2.583
400 K: kappa_e = 5.4422e-05 W/(m K)
```
